# Waveguide Loss from Fabry-Perot Harmonic Ratios: Window Leakage and Uneven Sampling

## A whole number of fringes

Take a single-mode waveguide with two equal cleaved facets, and suppose that its transmission has been recorded over a whole number of interference fringes, at equal steps of the round-trip phase $\phi$. In this case the product of the facet reflectance and the attenuation factor of the guide can be read directly from a Fourier series.

Let $R$ be the power reflectance of a facet, $\alpha$ the power attenuation coefficient and $L$ the length. One round trip multiplies the field by $\sqrt R\sqrt R=R$ at the facets, by $e^{-\alpha(2L)/2}=e^{-\alpha L}$ along the guide, and by $e^{i\phi}$. (The constant reflection phase is absorbed in $\phi$.) With

$$\rho=R\,e^{-\alpha L},\qquad z=\rho e^{i\phi},$$

the transmitted field is proportional to $1+z+z^2+\dots=1/(1-z)$, and the power to $1/|1-z|^2$. To find its harmonics, add two geometric series:

$$\sum_{m=-\infty}^{\infty}\rho^{|m|}e^{im\phi}=\frac1{1-z}+\frac{\bar z}{1-\bar z}=\frac{1-\bar z+\bar z-|z|^2}{|1-z|^2}=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\phi}\equiv S(\phi).$$

The $m=0$ term is 1, so $S$ is the transmission in units of its fringe mean. Its two-sided Fourier coefficients are $c_m=\rho^{|m|}$. Harmonic $m$ comes from the interference of paths that differ by $m$ round trips, and each extra round trip costs a factor $\rho$. Therefore

$$\frac{c_2}{c_1}=\frac{c_3}{c_2}=\rho .$$

The input coupling has cancelled. The quantity obtained is the facet-loss product $\rho$. The loss follows once $R$ is known:

$$\text{loss in dB/cm}=\frac{10}{L_{\rm cm}}\log_{10}\frac R\rho .$$

The example has $L=5$ mm, $R=0.30$, loss 2 dB/cm and group index $n_g=4.2$, near $\lambda_0=1550$ nm. The guide loses 1 dB, so $\rho=0.30\times10^{-0.1}=0.2383$, and the first three harmonics are 0.2383, 0.0568 and 0.0135. A relative error of 1 % in $\rho$ moves the loss by $4.34\times0.01/0.5=0.087$ dB/cm.

## The naive scheme

A tunable laser is stepped over 10 nm in 1 pm steps, the list of powers is Fourier transformed, and the highest bins of the first two peaks are divided. Three things have changed: the scan need not hold a whole number of fringes, the peaks need not lie on bins, and equal steps of wavelength are not equal steps of phase.

Let $\nu=1/\lambda$. The phase is $\phi=4\pi Ln\nu$, with $n$ the effective index, and since $n_g=d(n\nu)/d\nu$,

$$\frac{d\phi}{d\nu}=4\pi n_gL .$$

For constant $n_g$ the phase is linear in $\nu$. Let $x$ run from $-\tfrac12$ to $\tfrac12$, linearly in $\nu$, over the scan width $\Delta\nu$. Then

$$\phi=\phi_c+2\pi Fx,\qquad F=2n_gL\,\Delta\nu .$$

Here $F=4.2\times10^7\,(1/1545-1/1555)=174.82$ fringes, with lengths in nm. The fringe spacing is $\lambda_0^2/(2n_gL)=57.2$ pm.

## Bins and leakage

Let $w(x)$ be an even window of unit area, $W(u)=\int w\,e^{-2\pi iux}dx$ its transform, and

$$A_m=\int w(x)\,S\,e^{-2\pi imFx}dx=\sum_n c_n e^{in\phi_c}\,W\big((m-n)F\big).$$

For the rectangle, $W=\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$. For the Hann window $w=1+\cos2\pi x$, the cosine adds two half-size copies shifted by $\pm1$. Since $\sin\pi(u\pm1)=-\sin\pi u$,

$$W=\frac{\sin\pi u}{\pi}\left[\frac1u-\frac12\left(\frac1{u-1}+\frac1{u+1}\right)\right]=\frac{\mathrm{sinc}\,u}{1-u^2}.$$

**Reading bins.** A Fourier transform of the scan samples the spectrum at whole numbers of cycles. If peak $m$ lies a distance $\delta_m$ from its nearest bin, its reading is reduced to $\rho^m|W(\delta_m)|$, apart from leakage from other peaks, and the ratio is multiplied by $W(\delta_2)/W(\delta_1)$. When $\delta_1=\tfrac12$, $2F$ is a whole number and the ratio is too high. When $\delta_1=\tfrac14$, the second peak lies midway between bins and the ratio is too low. In simulated scans with $F$ stepped from 175.02 to 175.98, the factor ranged from 0.74 to 1.56 for the rectangle and from 0.90 to 1.18 for Hann. These steps just miss the lowest values, which occur at $\delta_1=\tfrac14$, where $W(\tfrac12)/W(\tfrac14)$ is 0.71 for the rectangle and 0.88 for Hann. Even with Hann and equal steps of phase, the apparent loss of the example could therefore lie anywhere from about 0.6 to 3.1 dB/cm. With equal steps of wavelength over 10 nm, the coordinate error treated below is added, and the range becomes about 1.6 to 3.5 dB/cm. A longer scan does not help, because $\delta_m$ depends on the fractional part of $F$. The sum for $A_m$ must be evaluated at the delays $F$ and $2F$ themselves.

**Leakage from other harmonics.** Even at the right delays, $A_m$ contains tails of all other peaks. Shifting the summation index by one in $A_{m+1}$ gives

$$A_{m+1}=\sum_n c_{n+1}e^{i(n+1)\phi_c}W\big((m-n)F\big).$$

Now subtract $\rho e^{i\phi_c}A_m$. Each term acquires the factor $c_{n+1}-\rho c_n$. For $n\ge0$ this is $\rho^{n+1}-\rho\,\rho^n=0$. For $n=-k$ with $k\ge1$ it is $\rho^{k-1}-\rho^{k+1}=\rho^{k-1}(1-\rho^2)$. Hence

$$A_{m+1}-\rho e^{i\phi_c}A_m=(1-\rho^2)\sum_{k\ge1}\rho^{k-1}e^{i(1-k)\phi_c}\,W\big((m+k)F\big).$$

The large constant term leaks into $A_1$, but the first harmonic leaks into $A_2$ in the same proportion, and the ratio is unharmed. What remains comes from the change of slope of $\rho^{|n|}$ at $n=0$. For $m=1$ the leading term is $(1-\rho^2)W(2F)$. Dividing by $|A_1|\approx\rho$, and again by $\rho$ to obtain a relative error, gives

$$\max_{\phi_c}\left|\frac{\delta\rho}{\rho}\right|\approx\frac{1-\rho^2}{\rho^2}\,|W(2F)| .$$

The prefactor is 16.6 here. A 0.5 nm scan holds 8.74 fringes, and the rectangle gives $16.6\times0.018=30$ %. Simulated scans, with the delay fitted as described below, gave a worst error of 30 % over twelve values of $\phi_c$. The formula is the leading term at the exact delays and not a bound: at the exact delays the worst error of this scan is 38 %, and at $F=9$, where every $W\big((m+k)F\big)$ vanishes, leakage pulls the fitted delay off $F$ and the rectangle still errs by up to 22 %. With Hann the worst error was 0.09 %. At 10 nm the rectangle's formula gives 1.4 %, while the simulated worst case was 1.6 %. The $k=2$ term is $\rho|W(3F)/W(2F)|=0.17$ of the leading one, which accounts for the difference. With Hann the error at 10 nm was below $10^{-4}$ %. The envelope of this error falls as $1/F$ for the rectangle and as $1/F^3$ for Hann.

## Errors of the phase coordinate

Suppose the phase assigned to a sample is wrong by $\theta$, with zero mean and variance $\sigma^2$ under the window. Let $\theta$ either vary little over a fringe or be random from sample to sample, so that it does not mix the harmonics. Harmonic $m$ is then multiplied by

$$\langle e^{im\theta}\rangle\approx1-\tfrac12m^2\sigma^2\approx e^{-m^2\sigma^2/2}.$$

This holds for small $m\sigma$. Any part of $\theta$ linear in $x$ is excluded, because it merely changes the fitted $F$. Since $(m+1)^2-m^2=2m+1$, the ratio $r_m=|A_{m+1}/A_m|$ becomes

$$r_m\approx\rho\,e^{-(2m+1)\sigma^2/2}.$$

Higher harmonics suffer more, so the ratio is too small and the loss appears too high.

**Equal wavelength steps.** Let $y=(\lambda-\lambda_0)/\Delta\lambda$. Expanding $1/\lambda$ to second order,

$$\frac{4\pi n_gL}{\lambda}=\text{const}-2\pi Fy+by^2,\qquad b=\frac{4\pi n_gL\,\Delta\lambda^2}{\lambda_0^3}=2\pi F\frac{\Delta\lambda}{\lambda_0},$$

where $F\approx2n_gL\Delta\lambda/\lambda_0^2$. Treating $y$ as the phase coordinate leaves the error $by^2$, so $\sigma^2=b^2\,\mathrm{Var}(y^2)$. For the Hann window, integration by parts, with $\sin2\pi y=0$ and $\cos2\pi y=-1$ at the ends, gives

$$\langle y^2\rangle=\frac1{12}-\frac1{2\pi^2},\qquad\langle y^4\rangle=\frac1{80}-\frac1{4\pi^2}+\frac3{2\pi^4},$$

and $\mathrm{Var}(y^2)=\langle y^4\rangle-\langle y^2\rangle^2=0.00150$.

For 10 nm, $b=2\pi\times174.8\times10/1550=7.09$ rad and $\sigma^2=0.075$. The predicted factor is $e^{-0.113}=0.893$. The simulated trace gave $r_1=0.2151$, a factor 0.902, and an apparent loss of 2.89 instead of 2 dB/cm. For 5 nm the error of $\rho$ is only $-0.70$ % and the loss reads 2.06 dB/cm. At fixed length $b$ grows as $\Delta\lambda^2$, so the error grows as $\Delta\lambda^4$ while it is small. With the wrong coordinate, a longer scan makes matters worse.

The harm lies in the phases and not in the density of points. If each sample is given its correct $\nu$, equal steps in $\lambda$ merely multiply the window by a smooth factor. A factor $E(x)$ that varies little over a fringe changes every harmonic to $c_m\int wE\,dx$, and cancels in the ratio. Using correct $\nu$ but no correction for density left an error below 0.001 %.

**A wobbling sweep.** Let the true wavelength depart from the nominal one by $a\sin(2\pi qy)$, with $q$ whole cycles per scan, far fewer than the $F$ fringes. The phase error has amplitude $z_w=2\pi a/(57.2\ \text{pm})$. Expanding $e^{imz_w\sin(2\pi qy)}$ in Bessel functions gives terms $J_k(mz_w)W(kq)$. The Hann transform vanishes at whole numbers from 2 upward, so for $q\ge2$ only $J_0(mz_w)$ survives, and

$$\frac{r_1}\rho=\frac{J_0(2z_w)}{J_0(z_w)} .$$

For $a=5$ pm and $q=7$, $z_w=0.549$ and the factor is 0.778. The simulated scan agreed, and its apparent loss was 4.18 dB/cm. (At $q=2$ the wobble has a linear part that shifts the fitted $F$, and the factor would be 0.790.) With the actual wavelengths used in place of the nominal ones, the same powers gave 2.000 dB/cm. Uneven sampling is harmless here when it is recorded.

**Unrecorded jitter.** Independent Gaussian errors of 1 pm rms give $\sigma=2\pi/57.2=0.110$ and a factor $e^{-3\sigma^2/2}=0.982$. Averaging the complex amplitudes of 150 simulated scans gave 0.983, or 2.15 dB/cm. Averaging scans reduces the scatter but leaves this bias.

**What the third harmonic reveals.** From $r_1\approx\rho e^{-3\sigma^2/2}$ and $r_2\approx\rho e^{-5\sigma^2/2}$ follows $r_1/r_2\approx e^{\sigma^2}$, hence

$$\rho\approx r_1\left(\frac{r_1}{r_2}\right)^{3/2}.$$

On the uncorrected 5 nm scan this reduces the error from $-0.70$ % to $-0.02$ %. On the 10 nm scan it leaves $-4.3$ %, because $3\sigma=0.82$, which enters the third harmonic, is no longer small. Unequal ratios are better used as a warning than as a repair.

## The resulting scheme

1. Convert each recorded wavelength to $\nu_j$ and then to $x_j$.
2. Give each sample the weight $w_j\propto(x_{j+1}-x_{j-1})\,(1+\cos2\pi x_j)$, with half-cells at the ends, normalised to $\sum_jw_j=1$. The gaps must be small compared with the period of the highest harmonic used, here $57.2/3=19$ pm.
3. With $T_j$ the measured powers, compute $A(u)=\sum_jw_jT_je^{-2\pi iux_j}$. Search $|A(u)|$ over the delays allowed by a rough range of $n_g$, here 3 to 5, in steps of half a fringe. Refine the highest point to its maximum, which gives $F$.
4. Evaluate $A_1,A_2,A_3$ at $F,2F,3F$. Take $\rho=r_1$ and compare it with $r_2$.

On the noise-free 10 nm trace this gives $F=174.82$, $r_1=r_2=0.2383$ and 2.000 dB/cm.

The ratio starts at $m=1$ because a constant background enters $c_0$. The fringe-contrast method lacks this protection. The extremes of $S$ are $(1+\rho)/(1-\rho)$ and its inverse, so the contrast is

$$K=\frac{(1+\rho)^2-(1-\rho)^2}{(1+\rho)^2+(1-\rho)^2}=\frac{2\rho}{1+\rho^2},\qquad\rho=\frac{1-\sqrt{1-K^2}}K .$$

A background of 5 % of the mean lowers the contrast result to 0.227, or 2.42 dB/cm. The harmonic ratio changed by less than 0.001 % with that background and a 20 % power tilt across the scan.

Detector noise adds a random error. Independent noise $s$ per sample, in units of the mean, gives each $A_m$ a complex error of variance $s^2\sum w_j^2$. Half of this lies along $A_m$ and changes its magnitude. The errors of $A_1$ and $A_2$ are nearly independent, so

$$\frac{\delta\rho}\rho=s\sqrt{\tfrac12\sum_jw_j^2}\,\sqrt{\frac1{|A_1|^2}+\frac1{|A_2|^2}} .$$

For Hann, $\sum w_j^2\approx1.5/N$, against $1/N$ for the rectangle, where $N$ is the number of samples. With $s=0.01$ and $N=10001$, the result is $8.66\times10^{-5}\times18.1=0.16$ %, or 0.014 dB/cm. The same formula for $r_2$ gives 0.66 %, which is why $r_2$ serves as the check and $r_1$ as the result.

## From the product to the loss of a real guide

The parameters are rough typical values for a cleaved silicon strip waveguide. In such a guide the reflectance $R$ is not known as well as $\rho$. Taking 0.32 instead of 0.30 raises the inferred loss by 0.56 dB/cm, far more than the noise does. A second guide with the same facets and attenuation removes $R$:

$$\alpha=\frac{\ln(\rho_1/\rho_2)}{L_2-L_1}.$$

A simulated 10 mm guide gave $\rho_2=0.1893$. Then $\alpha=\ln(0.2383/0.1893)/0.5=0.46$ cm$^{-1}$, which is 2.00 dB/cm, and $R=\rho_1e^{\alpha L_1}=0.300$. If the facets differ between the guides, their difference enters the loss directly.

Other departures are smaller for this 10 nm scan:

- **Temperature.** A sinusoidal change of 0.02 K amplitude, three cycles per scan, with $dn/dT=1.9\times10^{-4}$ K$^{-1}$ (rough), acts like a wobble of 0.154 rad. The loss reads 2.16 dB/cm.
- **Backscatter.** Sidewall roughness was represented by 200 equal, randomly placed reflectors with total power reflectance $10^{-3}$, a rough value, and the waves were propagated through them numerically. Over twelve placements, each with both signs of the reflection amplitude, the rms error of $\rho$ was 0.42 %, or 0.04 dB/cm. Most of it is a systematic shift of about $-0.4$ %, which averaging over placements does not remove. The shift grows nearly in proportion to the backscattered power: at a total of $10^{-2}$ it is about $-3.5$ %, or 0.3 dB/cm.
- **Dispersion.** A rough 1000 ps/(nm km) changes $n_g$ by 0.003 over 10 nm and leaves a quadratic phase $b=\pi F\Delta n_g/n_g=0.39$ rad. The error of $\rho$ is $-0.035$ %. Over 40 nm, $b$ is 16 times larger and the error is $-7.9$ %, so a scan that wide should be divided into shorter ones. While small, the error grows as the square of the dispersion, which depends on the cross-section and can be several times larger: at 4400 ps/(nm km) the error is $-0.66$ % over 10 nm and $-9.3$ % over 20 nm.
- **Two-photon absorption.** At 0.1 mW in an area of 0.1 µm², with a rough coefficient of 0.8 cm/GW, it adds $3.5\times10^{-4}$ dB/cm.

For these numbers, the choice of scan width is therefore no longer a compromise between leakage and a wrong coordinate. The Hann window permits short scans, and recorded wavenumbers permit long ones. Noise and backscatter set the lower limit. At a fixed step the noise error grows as the inverse square root of the scan width, from 0.16 % at 10 nm to 0.7 % at 0.5 nm. The scatter of $\rho$ between placements of the reflectors, at a total of $10^{-3}$, is larger and grows from about 0.3 % to 1.1 %. Dispersion sets the upper limit.
